# Parallel-mode capacitance of a ferroelectric film with series resistance

## Problem

A ferroelectric hafnium-zirconium oxide film has a small-signal capacitance $C=30$ pF. It is connected to an impedance meter through a thin electrode lead of resistance $R=5$ kilohm. The meter applies a small sinusoidal voltage at $f=1$ MHz and is set to parallel mode, in which it describes whatever is connected to it as a conductance $G_p$ in parallel with a capacitance $C_p$.

What fraction of the film's capacitance does the meter report? How can the true value be recovered, and what does the resistance do to a capacitance-voltage curve?

Take the film first as linear and lossless, and let all of $R$ lie in the lead, outside the film area. Inductance and stray capacitance are left out until their size is estimated below. "Linear" refers to the small ac signal: $C$ may depend on the dc bias, but at each bias it is a fixed number.

Voltages and currents are written as complex amplitudes with the time factor $e^{+j\omega t}$, where $\omega=2\pi f$. The applied amplitude $V$ is real. The meter measures the admittance $Y=I/V$ and, in parallel mode, writes it as

$$Y=G_p+j\omega C_p .$$

Thus $C_p$ comes from the part of the current that is a quarter period ahead of the applied voltage.

## First estimate by scaling

The circuit is linear, so $V$ cancels from the reading. The one dimensionless combination of $\omega$, $R$ and $C$ is

$$x=\omega RC ,$$

the ratio of the resistance to the film's reactance $1/(\omega C)$. The reading must therefore have the form $C_p=C\,g(x)$. Two limits and one intermediate point fix the shape of $g$.

**Small $x$.** The lead drops almost no voltage, the film receives all of $V$, and $g\to1$.

**Large $x$.** The resistor sets the current, $I\approx V/R$. This current produces a film voltage

$$V_f\approx\frac{V}{R}\,\frac{1}{j\omega C}=-\frac{jV}{x}.$$

The resistor then carries the corrected current

$$I=\frac{V-V_f}{R}\approx\frac{V}{R}\left(1+\frac{j}{x}\right).$$

Its quadrature part, $V/(Rx)$, must equal $\omega C_pV$. Hence $C_p\approx1/(\omega Rx)=C/x^2$, or $g\to1/x^2$.

**The crossover.** The two limiting laws meet at $x=1$, where resistance and reactance are equal. The same current flows through both elements, so their voltages have equal amplitudes and are a quarter period apart. Each amplitude is $V/\sqrt2$, and the film voltage lags the applied voltage by 45 degrees. The part of the film voltage in phase with $V$ is $(V/\sqrt2)\cos45^\circ=V/2$. Since a capacitor's current is a quarter period ahead of its own voltage, this in-phase part produces the quadrature current that the meter converts into capacitance. Therefore $g(1)=1/2$.

For the given film,

$$\frac{1}{\omega C}=\frac{1}{(6.283\times10^{6}\ \mathrm{s^{-1}})(30\times10^{-12}\ \mathrm F)}=5.305\ \text{kilohm},$$

which is close to $R=5$ kilohm. The measurement sits near the crossover, and the estimate is that the meter reports about half the capacitance, 15 pF.

## Exact solution of the circuit

The impedances of lead and film add:

$$Z=R+\frac{1}{j\omega C}=\frac{1+jx}{j\omega C}.$$

The admittance is the inverse. To separate its real and imaginary parts, multiply numerator and denominator by $1-jx$:

$$Y=\frac{j\omega C}{1+jx}=\frac{j\omega C(1-jx)}{1+x^2}=\omega C\,\frac{x+j}{1+x^2}.$$

The last step uses $j(-jx)=x$. Comparison with $Y=G_p+j\omega C_p$ gives

$$C_p=\frac{C}{1+x^2},\qquad G_p=\frac{\omega C\,x}{1+x^2}.$$

The dissipation factor shown by the meter is their ratio,

$$D=\frac{G_p}{\omega C_p}=x .$$

Now insert the numbers:

$$x=(6.283\times10^{6}\ \mathrm{s^{-1}})(5\times10^{3}\ \Omega)(30\times10^{-12}\ \mathrm F)=0.9425,$$

$$C_p=\frac{30\ \mathrm{pF}}{1+0.8883}=15.89\ \mathrm{pF},\qquad \frac{C_p}{C}=0.530 .$$

The meter reports about 53 percent of the capacitance. Integrating the circuit's differential equation in time for these values, and projecting the steady current on sine and cosine, also gives 15.888 pF.

The film has not lost capacitance. Its voltage is

$$V_f=\frac{V}{1+jx}=V\cos\varphi\,e^{-j\varphi},\qquad \varphi=\arctan x ,$$

because $|1+jx|=\sqrt{1+x^2}=1/\cos\varphi$. Here the amplitude is $0.728V$ and the lag is 43.3 degrees. One factor $\cos\varphi$ comes from the reduced amplitude. A second comes from taking the part in phase with $V$. Together they give $\cos^2\varphi=1/(1+x^2)=0.530$.

## Comparison of the estimate with the exact result

The estimate of 15 pF is about 6 percent below the exact reading. It replaced $x=0.9425$ by 1. Near $x=1$, the function $g=1/(1+x^2)$ has the slope

$$g'(1)=\left.-\frac{2x}{(1+x^2)^2}\right|_{x=1}=-\frac12 ,$$

so the first correction is $g\approx0.5+0.5(1-0.9425)=0.529$. This accounts for nearly all the difference.

An expansion from the low-frequency side does much worse. To first order in $x^2$ it gives $g\approx1-x^2=0.11$, because $x^2$ is not small here. The crossover is the useful starting point for this measurement.

## Recovering the capacitance

Since $D=x$, the two displayed numbers determine both elements:

$$C=C_p(1+D^2),\qquad R=\frac{D}{\omega C}.$$

With $C_p=15.888$ pF and $D=0.9425$, these return 30.0 pF and 5.00 kilohm.

Series mode performs the same conversion. It writes the measured impedance as $Z=R_s-j/(\omega C_s)$, which has the form of the actual circuit, so $C_s=C$ within this model.

One reading at one frequency cannot show which mode is appropriate. A film of 15.888 pF with a parallel conductance of 94.08 microsiemens and no series resistance would give the same $Y$ at 1 MHz. A second frequency separates these two cases if the elements do not themselves vary with frequency. For a series resistance, $D=\omega RC$ rises in proportion to frequency. For a parallel conductance $G$, $D=G/(\omega C)$ falls.

Lowering the frequency also reduces the error. The fractional shortfall of the parallel reading is

$$r=1-\frac{1}{1+x^2}=\frac{x^2}{1+x^2}.$$

Multiplying by $1+x^2$ and collecting terms gives $x^2(1-r)=r$, hence

$$f_r=\frac{1}{2\pi RC}\sqrt{\frac{r}{1-r}} .$$

For $r=0.01$ this is 107 kHz. At 100 kHz the reading is 29.74 pF, and at 10 kHz it is 29.997 pF. These values assume that $C$ is the same at all three frequencies.

## Effect on a capacitance-voltage curve

The small-signal capacitance of a ferroelectric film changes with bias and has a peak on each sweep direction, which gives the butterfly shape. To see what parallel mode does to such a peak, hold $R$ and $\omega$ fixed and vary $C$. With $a=\omega R$, the reading is $C_p=C/(1+a^2C^2)$, and the quotient rule gives

$$\frac{dC_p}{dC}=\frac{(1+a^2C^2)-C(2a^2C)}{(1+a^2C^2)^2}=\frac{1-x^2}{(1+x^2)^2}.$$

The slope is positive for $x<1$ and negative for $x>1$. The reading therefore has a maximum at

$$C=\frac{1}{\omega R}=31.83\ \mathrm{pF},\qquad C_{p,\max}=\frac{1}{2\omega R}=15.915\ \mathrm{pF}.$$

At 30 pF the slope is 0.031: a small change in the film's capacitance moves the reading by only about 3 percent of that change.

Suppose that the bias raises $C$ by 20 percent, from 30 to 36 pF. The reading first climbs from 15.888 to 15.915 pF and then falls to 15.796 pF. For these values a strong peak in the film's capacitance thus appears as a nearly flat trace with a shallow dip at the place of the peak. The dip requires the peak capacitance to exceed $1/(\omega R)$. With a lead of 4 kilohm, for which $1/(\omega R)=39.8$ pF, the same rise is only compressed, from 19.13 to 19.80 pF. The information is not lost, because $D=x$ rises by 20 percent over the same range. Converting each point with $C_p(1+D^2)$ restores the peak.

## Where the resistance lies

The result requires the resistance to carry the whole current of the film, as it does in the lead. Consider instead a resistance $R_b$ spread uniformly along the electrode under the film, fed from one edge, with a perfectly conducting opposite electrode. Let $s$ run from 0 at the fed edge to 1 at the far edge. The local film voltage $v(s)$ and the current $i(s)$ along the electrode obey

$$\frac{dv}{ds}=-R_b\,i,\qquad \frac{di}{ds}=-j\omega C\,v .$$

The first equation is the resistive drop; the second says that current leaves the electrode through the film. Differentiating the first and inserting the second gives $v''=u^2v$ with $u^2=j\omega R_bC$. No current leaves the far edge, so $v'(1)=0$ and

$$v=A\cosh[u(1-s)],\qquad i=-\frac{v'}{R_b}=\frac{Au}{R_b}\sinh[u(1-s)].$$

The impedance at the fed edge is

$$Z_b=\frac{v(0)}{i(0)}=R_b\,\frac{\coth u}{u}.$$

For small $|u|$, $\coth u\approx1/u+u/3$, so

$$Z_b\approx\frac{R_b}{u^2}+\frac{R_b}{3}=\frac{1}{j\omega C}+\frac{R_b}{3}.$$

To this order, the spread resistance acts as a lumped resistance of one third its value. The film voltage is then nearly uniform, so the current falls linearly along the electrode, $i\approx i(0)(1-s)$. The dissipated power is therefore that of a lumped resistance $R_b\int_0^1(1-s)^2\,ds=R_b/3$ carrying the full current $i(0)$.

If all 5 kilohm were spread in this way, the full expression gives $C_p/C=0.897$. The one-third rule gives $1/(1+0.8883/9)=0.910$, slightly too high because $|u|$ is then close to 1. A total resistance of 5 kilohm is therefore not enough to predict a 53 percent reading; its position also matters. The conversion $C_p(1+D^2)$ is also no longer exact in this case: it returns $0.981C$.

## Beside a real device

Rough values for a hafnium-zirconium oxide capacitor with TiN electrodes are a thickness of 10 nm and a relative permittivity of 30. A capacitance of 30 pF then needs an area of about 1100 µm², a square of side about 34 µm. Using the parallel reading without correction would give a false permittivity of about 16. With a rough TiN resistivity of 100 µΩ cm, a layer 10 nm thick has a sheet resistance of 100 ohm per square, so 5 kilohm corresponds to a lead 50 squares long. That is a long lead of bare thin TiN; a thick metal layer on it would greatly lower $R$ and the error. For the values assumed below, film loss moves the reading most, by about 2 percent. This ranking depends on those values. An uncompensated stray capacitance above about 0.3 pF, or a sheet resistance under the film above about 320 ohm per square, would move the reading more. A pad 100 µm square on 300 nm of silicon oxide already has about 1.2 pF to the substrate.

To include loss, give the film a loss tangent $t$, so that its admittance is $\omega C(t+j)$. With the lead in series,

$$Y=\frac{\omega C(t+j)}{1+xt+jx}.$$

Multiplying numerator and denominator by $1+xt-jx$ makes the imaginary part of the numerator $\omega C[(1+xt)-xt]=\omega C$. Hence

$$C_p=\frac{C}{(1+xt)^2+x^2}.$$

For a rough value $t=0.02$, the denominator is $1.0381+0.8883=1.926$, and $C_p/C=0.519$.

The other shifts, each relative to the ideal 15.888 pF and with the remaining settings fixed, are:

- One square of TiN under the film, in addition to the lead: $-0.63$ percent.
- A 10 K rise in lead temperature, with an assumed coefficient of $10^{-3}$ per K: $-0.94$ percent.
- A stray capacitance of 0.1 pF across the meter terminals: $+0.63$ percent.
- A lead inductance of 1 µH: about $+0.007$ percent.
- Leakage, including any tunnelling, of a rough $10^{-6}$ A/cm² at 1 V, treated as a conductance: about $-6\times10^{-6}$ percent.

Film loss and these five effects together give $C_p/C=0.514$. The series reading is then 30.05 pF, so for these values at 1 MHz series mode remains close to the film's capacitance. At 10 MHz the same elements would give 25.3 pF. The recovered resistance is less faithful, 5.16 kilohm against a warmed lead of 5.05 kilohm, because film loss alone adds $t/[\omega C(1+t^2)]=106$ ohm to it. With a loss tangent that does not change with frequency, $D=t+x(1+t^2)$, which levels off at $t$ at low frequency instead of falling in proportion to $f$.

The remaining assumption is small-signal linearity. An applied amplitude of 50 mV puts $0.728\times50$ mV across 10 nm, a field of 0.036 MV/cm. This is about 4 percent of a rough coercive field of 1 MV/cm and about 1 percent of a rough breakdown field of 4 MV/cm. These ratios concern the ac field alone; the dc bias that traces a butterfly curve adds a field of the order of the coercive field or more. The circuit model does not predict how $C$ depends on this amplitude. If $C$ were raised by the same 4 percent, an assumption made only to judge the sensitivity, $C_p$ would change by just $+0.15$ percent, because the operating point is close to the maximum of $C_p$. The reported fraction of the raised capacitance would be about 51 percent.

The numerical output below lists the input values and the main results.

## Table of computed values

```
True capacitance C: 30.0 pF
Series resistance R: 5.0 kilohm
Frequency: 1.0 MHz
Angular frequency: 6.2832e+06 rad/s
Film reactance 1/(wC): 5.305 kilohm
x = wRC: 0.9425; x squared: 0.8883
Cp from formula: 15.888 pF
Cp from time simulation: 15.888 pF
Cp/C: 52.96 percent
Gp: 94.08 microsiemens
D from simulation: 0.9425
Film voltage / applied voltage: 0.7277
Lag of film voltage: 43.30 degrees
In-phase part of film voltage: 0.5296
Recovered C: 30.000 pF
Recovered R: 5.000 kilohm
Series-mode reading: 30.000 pF
Cp at 10 kHz: 29.997 pF
Cp at 100 kHz: 29.736 pF
Cp at 1000 kHz: 15.888 pF
Frequency for 1 percent error: 106.6 kHz
C at maximum reading: 31.83 pF
Maximum reading: 15.915 pF
Slope dCp/dC: 0.0313
C raised 20 percent: 36.0 pF
Its parallel reading: 15.796 pF
Film thickness (rough): 10 nm
Relative permittivity (rough): 30
False permittivity from Cp: 15.9
Device area: 1129 um2
Side of square device: 33.6 um
TiN resistivity (rough): 100 uohm cm
TiN thickness: 10 nm
TiN sheet resistance: 100 ohm per square
Lead length: 50 squares
Film loss tangent (rough): 0.02
Leakage at 1 V (rough): 1e-06 A/cm2
Inductance: 1.0 uH
Stray capacitance: 0.1 pF
Lead warming: 10 K at 1e-03 per K
Applied ac amplitude: 50 mV
Ac field in film: 0.0364 MV/cm
Coercive field Ec (rough): 1 MV/cm
Breakdown field (rough): 4 MV/cm
Ac field / breakdown field: 0.0091
Cp shift, film loss: -2 percent
Cp shift, leakage: -6e-06 percent
Cp shift, resistance under film: -0.63 percent
Cp shift, inductance: +0.0069 percent
Cp shift, stray capacitance: +0.63 percent
Cp shift, lead warmed: -0.94 percent
Cp shift, C raised by E/Ec: +0.15 percent
Cp/C, first six effects together: 51.4 percent
Series reading, same six: 30.05 pF
Cp/C if all R is under film: 89.7 percent
```
